# Thermodynamic factor of a regular solution and where it vanishes

## Problem

A binary solution of A and B has mole fraction \(x\) of B. Its molar Gibbs energy of mixing, measured from the pure components in the same crystal structure, is that of a regular solution:

\[
\frac{G}{RT}=g(x)=x\ln x+(1-x)\ln(1-x)+w\,x(1-x),\qquad w=\frac{\Omega}{RT}.
\]

The interaction parameter \(\Omega\) does not depend on composition. It is positive when unlike neighbours are disfavoured. The thermodynamic factor is

\[
\Phi=\frac{d\ln a_B}{d\ln x}
\]

at fixed temperature and pressure, where \(a_B\) is the activity of B relative to pure B.

(a) Derive \(\Phi(x)\) and evaluate it for \(\Omega=1.5RT\) at \(x=1/2\).

(b) Find the interaction parameter at which \(\Phi\) vanishes at \(x=1/2\).

(c) What do these two results mean for diffusion, for composition fluctuations and for the stability of the solution?

(d) For copper dissolved in fcc nickel, take the rough typical value \(\Omega=0.11\) eV per atom. At what temperature is \(\Omega=1.5RT\), and at what temperature does \(\Phi\) vanish at equal composition?

(e) Estimate how far short-range order, a skewed interaction, excess entropy and coherency strain change the answers to (d).

## Solution

### (a) From the Gibbs energy to the factor

An activity comes from a derivative with respect to the amount of one component while the amount of the other is held fixed. The total Gibbs energy is therefore needed, not the molar one. With amounts \(n_A\), \(n_B\) and \(n=n_A+n_B\),

\[
\frac{G_{\rm tot}}{RT}=n_A\ln\frac{n_A}{n}+n_B\ln\frac{n_B}{n}+w\,\frac{n_An_B}{n}.
\]

The derivative with respect to \(n_B\) is \(\ln a_B\). Since \(\partial n/\partial n_B=1\), the three terms give

\[
-\frac{n_A}{n}=-(1-x),
\]

\[
\ln\frac{n_B}{n}+n_B\left(\frac1{n_B}-\frac1n\right)=\ln x+1-x,
\]

\[
w\left(\frac{n_A}{n}-\frac{n_An_B}{n^2}\right)=w(1-x)(1-x).
\]

The terms \(\pm(1-x)\) cancel, so

\[
\ln a_B=\ln x+w(1-x)^2 .
\]

The second term is the logarithm of the activity coefficient \(\gamma_B=a_B/x\). Because \(d/d\ln x=x\,d/dx\),

\[
\Phi=x\left[\frac1x-2w(1-x)\right]=1-2w\,x(1-x).
\]

Component A has the same factor. Exchanging the roles of A and B gives \(\ln a_A=\ln(1-x)+wx^2\). Differentiating with respect to \(\ln(1-x)\) gives \(1-2wx(1-x)\) again.

The factor is also a scaled curvature of the Gibbs energy. Two derivatives of \(g\) give

\[
g'=\ln\frac{x}{1-x}+w(1-2x),\qquad g''=\frac{1}{x(1-x)}-2w,
\]

and hence \(\Phi=x(1-x)\,g''\).

At equal composition \(x(1-x)=1/4\), so

\[
\Phi\!\left(\tfrac12\right)=1-\frac w2 .
\]

For \(w=1.5\) this is

\[
\Phi=1-0.75=0.25 .
\]

The activity itself shows no such large change. There \(\ln\gamma_B=1.5\times0.25=0.375\), so \(\gamma_B=1.455\) and \(a_B=0.7275\). The activity is about 45% above its ideal value of 0.5, while its logarithmic slope has dropped to a quarter of the ideal slope.

In the dilute limits \(x\to0\) and \(x\to1\) the product \(x(1-x)\) goes to zero and \(\Phi\to1\) for any finite \(w\). At \(w=1.5\) the factor is 0.73 at \(x=0.10\), 0.44 at \(x=0.25\) and 0.25 at \(x=0.50\). For negative \(w\), where unlike neighbours are favoured, it exceeds 1 inside the composition range.

### (b) The parameter at which the factor vanishes

Setting \(1-w/2=0\) gives

\[
w=2,\qquad \Omega=2RT .
\]

At another composition the condition is \(w=1/[2x(1-x)]\). Since \(x(1-x)\) is largest at \(x=1/2\), this value is smallest there. As \(w\) rises from zero, the factor therefore vanishes first at equal composition.

### (c) Diffusion, fluctuations and stability

**Diffusion.** Suppose that the flux of B relative to the crystal lattice is driven by the gradient of its own chemical potential \(\mu_B\), with cross terms from the flow of vacancies neglected. With total concentration \(c\), taken as uniform, and mobility coefficient \(D_B^*\),

\[
J_B=-\frac{D_B^*\,c\,x}{RT}\frac{d\mu_B}{dz}.
\]

From \(\mu_B=\mu_B^\circ+RT\ln a_B\),

\[
\frac{d\mu_B}{dz}=RT\,\frac{d\ln a_B}{d\ln x}\,\frac1x\frac{dx}{dz}=\frac{RT\,\Phi}{x}\frac{dx}{dz},
\]

so

\[
J_B=-D_B^*\,\Phi\,c\,\frac{dx}{dz}.
\]

For A the gradient of mole fraction has the opposite sign, and \(J_A=+D_A^*\Phi c\,dx/dz\). If the two fluxes differ, the lattice drifts. In a frame with no net flux of atoms, the flux of B is

\[
J_B-x(J_A+J_B)=(1-x)J_B-xJ_A=-\Phi\left[(1-x)D_B^*+xD_A^*\right]c\,\frac{dx}{dz}.
\]

The interdiffusion coefficient is thus \(\Phi\) times a weighted mean of the mobility coefficients. With \(D_A^*\) and \(D_B^*\) held fixed, interdiffusion at \(w=1.5\) and \(x=1/2\) runs at one quarter of the ideal rate. At \(w=2\) the flux vanishes to first order in the gradient although the atoms still jump. For \(w>2\) the coefficient is negative near \(x=1/2\), and atoms flow towards higher concentration.

**Fluctuations.** Consider a region of \(N\) sites that exchanges atoms with surroundings of mean composition \(x_0\). For large \(N\) the probability of a composition \(x\) is proportional to \(\exp\{-N[g(x)-x\,g'(x_0)]\}\), where the linear term represents the surroundings and puts the stationary point at \(x_0\). To second order in \(x-x_0\) the exponent is a constant minus \(\tfrac12Ng''(x_0)(x-x_0)^2\). This is a Gaussian of variance

\[
\mathrm{Var}(x)=\frac{1}{N g''(x_0)}=\frac{x_0(1-x_0)}{N\,\Phi}.
\]

An ideal solution has \(\Phi=1\), so the variance at \(w=1.5\) and \(x_0=1/2\) should be four times ideal. An explicit sum over all numbers of B atoms in a region of 20 000 sites, each weighted by its number of arrangements and by the Boltzmann factor of its interaction energy, gives 3.9976 times ideal. The Gaussian formula holds for large \(N\) and fails at \(w=2\), where \(g''=0\) and the width is set by higher terms of the expansion.

**Stability.** Write \(x=(1+m)/2\). The stationary points of \(g\) then obey

\[
\ln\frac{1+m}{1-m}=wm,\qquad\text{or}\qquad \frac{2\,\mathrm{artanh}\,m}{m}=w\quad(m\neq0).
\]

The series \(\mathrm{artanh}\,m=m+m^3/3+m^5/5+\dots\) shows that the left side of the second form rises steadily from 2 at \(m=0\) and grows without limit as \(|m|\to1\). For \(w\le2\) there is no solution besides \(m=0\), and the Gibbs curve has one minimum. For \(w>2\) there is one pair \(\pm m\). These are two minima, with a maximum between them at \(x=1/2\), where \(g''=4-2w<0\). A scan of the curve finds one minimum at \(w=1.9\) and two at \(w=2.1\).

At \(w=1.5\) the factor is at least 0.25 at every composition, so \(g\) is convex and the solution is stable against splitting into two solutions. For \(w>2\) a positive \(\Phi\) is not enough for this. Between each minimum and the nearest point where \(\Phi=0\), the solution resists small fluctuations but can still lower its Gibbs energy by separating.

### (d) Copper in fcc nickel

Per atom, \(R\) is replaced by the Boltzmann constant \(k\). The condition \(\Omega=1.5kT\) gives

\[
kT=\frac{0.110\ \text{eV}}{1.5}=0.0733\ \text{eV},\qquad T=851\ \text{K}.
\]

If this temperature is held fixed, \(\Phi\) vanishes for

\[
\Omega=2\times0.0733\ \text{eV}=0.147\ \text{eV per atom}\quad(14.2\ \text{kJ/mol}).
\]

If instead \(\Omega\) is held at 0.11 eV, \(\Phi\) vanishes at

\[
T_s=\frac{\Omega}{2k}=638\ \text{K}.
\]

Since \(w/2=\Omega/2kT=T_s/T\), the factor at equal composition is \(\Phi=1-T_s/T\). At 851 K this is \(1-638/851=0.25\), as required.

The input is rough, and the factor is sensitive to it. At fixed temperature, \(\delta\Phi=-(w/2)\,\delta\Omega/\Omega\). An error of 10% in \(\Omega\) changes \(\Phi\) by 0.075, which is 30% of 0.25. The temperatures are better read as about 850 K and 640 K.

### (e) What the regular solution leaves out

**Short-range order.** The term \(wx(1-x)\) assumes random neighbours, but atoms with \(w>0\) prefer their own kind. Let each atom have \(z\) neighbours and let an unlike bond cost \(w/z\) in units of \(kT\). Let \(y\) be the probability that a bond has A at its first end and B at its second. The probabilities of AA and BB bonds are then \(p_{AA}=1-x-y\) and \(p_{BB}=x-y\). With \(z/2\) bonds per atom, the pair approximation is

\[
g=\frac z2\left(p_{AA}\ln p_{AA}+p_{BB}\ln p_{BB}+2y\ln y\right)-(z-1)\left[x\ln x+(1-x)\ln(1-x)\right]+wy .
\]

The subtracted term corrects for counting each site in \(z\) bonds. For random neighbours, \(y=x(1-x)\), the first term is \(z\) times the square bracket, and the regular solution is recovered.

The condition \(\partial g/\partial y=0\) reads

\[
\frac z2\ln\frac{y^2}{p_{AA}\,p_{BB}}+w=0 .
\]

At \(x=1/2\) both like-bond probabilities equal \(p=1/2-y\). Then \(y=p\,e^{-w/z}\) and

\[
p=\frac{1}{2(1+e^{-w/z})}.
\]

The mixed derivative \(\partial^2g/\partial x\,\partial y=\frac z2(1/p_{AA}-1/p_{BB})\) is zero there. The adjustment of \(y\) therefore adds nothing to the curvature in \(x\), which is

\[
g''=\frac z2\left(\frac1{p_{AA}}+\frac1{p_{BB}}\right)-\frac{z-1}{x(1-x)}=\frac zp-4(z-1).
\]

Multiplying by \(x(1-x)=1/4\) and inserting \(p\),

\[
\Phi=\frac z2\left(1+e^{-w/z}\right)-z+1=1-\frac z2\left(1-e^{-w/z}\right).
\]

For large \(z\) this returns to \(1-w/2\). For \(z=2\), a chain, it gives \(\Phi=e^{-w/2}\), which does not vanish at any finite \(w\). At \(w=1\) this is 0.60653, and counting all arrangements of a 14-site ring gives the same five digits.

An fcc crystal has \(z=12\). At \(w=1.5\) the result is \(\Phi=0.295\) instead of 0.25. The zero moves to \(w=12\ln(12/10)=2.19\), which for the same \(\Omega\) lowers the temperature of vanishing from 638 K to 583 K. The approximation leaves out correlations around closed rings of bonds, which are numerous in fcc, and these lower the temperature further. The known critical point of the fcc lattice model with nearest-neighbour interactions lies at \(w\approx2.45\), which is about 520 K here. The pair approximation thus captures only about half of the shift.

**Skewed interaction.** Let the interaction depend on composition through an added term \(\ell x(1-x)(1-2x)=\ell(x-3x^2+2x^3)\) in \(g\), with \(\ell=L/RT\). Its second derivative is \(\ell(12x-6)\), which is zero at \(x=1/2\). The value 0.25 is unchanged there, but the lowest factor lies elsewhere. With \(L=0.1\,\Omega\), a rough size, it is 0.234 at \(x=0.43\). With such a term, equal composition is no longer where \(\Phi\) vanishes first.

**Excess entropy.** Let \(\Omega(T)=\Omega_0+bk(T-T_0)\), with \(\Omega_0=0.11\) eV and \(T_0=851\) K. The factor at \(T_0\) is unchanged. It vanishes when \(\Omega(T)=2kT\). With \(\Omega_0=1.5kT_0\),

\[
1.5T_0+b(T-T_0)=2T\quad\Rightarrow\quad T=T_0\,\frac{1.5-b}{2-b}.
\]

For a rough \(b=0.4\) this is \(851\times1.1/1.6=585\) K.

**Coherency strain.** Copper-rich and nickel-rich layers joined without dislocations share one in-plane lattice spacing. Let the natural spacing change by a fraction \(\eta\) per unit \(x\). A layer that differs by \(\Delta x\) from the mean is then strained by \(\varepsilon=\eta\,\Delta x\), up to sign, in both in-plane directions, with no stress normal to the layer. Isotropic elasticity with Young modulus \(E\) and Poisson ratio \(\nu\) gives \(\varepsilon=(\sigma-\nu\sigma)/E\), so

\[
\sigma=Y\varepsilon,\qquad Y=\frac{E}{1-\nu}.
\]

The energy per volume is \(\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=Y\eta^2(\Delta x)^2\). With volume \(v\) per atom, its second derivative in \(x\) is \(2Y\eta^2v\) per atom. The factor for such layers gains

\[
\Delta\Phi=x(1-x)\,\frac{2Y\eta^2v}{kT}.
\]

Rough values are \(E=150\) GPa, \(\nu=0.33\), \(\eta=0.025\) and \(v=0.0114\) nm³. They give \(Y=224\) GPa and \(2Y\eta^2v=0.0199\) eV, so at 851 K

\[
\Delta\Phi=0.25\times\frac{0.0199}{0.0733}=0.068 .
\]

The factor for coherent layers then vanishes at \(kT=\Omega/2-Y\eta^2v/2\), which is 580 K. The gain is lost where dislocations relieve the strain. It also depends on the direction of the layers, because copper and nickel crystals are elastically far from isotropic. \(Y\) is smallest for layers normal to a cube edge and roughly twice as large for layers normal to a body diagonal, so \(\Delta\Phi\) at 851 K ranges from about 0.05 to 0.10. The temperature of vanishing ranges correspondingly from about 595 K for layers normal to a cube edge to about 555 K for layers normal to a body diagonal. On cooling, the soft cube-edge direction becomes unstable first.

**The real alloy.** Copper and nickel are both fcc and form a continuous solid solution at high temperature, so one Gibbs curve for all compositions is a sensible starting point. The assumption of random neighbours fails in any alloy with \(w\neq0\), and here the pair approximation puts the change in \(\Phi\) at about 0.045, which is too small for fcc: the nearest-neighbour lattice model itself has \(\Phi\approx0.31\) at \(w=1.5\), a change of about 0.06. This correction applies if \(\Omega\) is a bond energy. If \(\Omega\) was instead fitted to measured activities or Gibbs energies of the alloy, some or all of the short-range order is already contained in it, and the full correction should not be added. In coherent layers strain adds about 0.07 in the isotropic estimate. With \(\Omega\) as a bond energy, the two together bring the factor from 0.25 to about 0.36 with the pair value, or about 0.38 with the lattice-model value, so interdiffusion in such layers would be slowed about 2.8 or 2.6 times instead of four times at fixed mobility coefficients. With strain alone the factor is about 0.32 and the slowing about threefold. Both figures shift with the direction of the layers. Excess entropy alone lowers the temperature of vanishing by about 55 K with these inputs. Strain alone lowers it by about 60 K in the isotropic estimate, and by about 45 K for layers normal to a cube edge, which become unstable first. Short-range order alone lowers it by about 120 K in the lattice model, of which the pair approximation gives 55 K. Two effects are not sized here: the magnetism of nickel-rich alloys, and the energy cost of steep composition gradients, which matters in layers a few atoms thick. The values of \(\Phi\) and of the temperatures are model estimates, not measurements. The numerical output below lists the main ones with their inputs.

## Calculated quantities

```
Reduced interaction parameter w: 1.50
Phi at x = 0.10: 0.7300
Phi at x = 0.25: 0.4375
Phi at x = 0.50: 0.2500
ln activity of B at x = 0.5: -0.3181
Activity of B at x = 0.5: 0.7275
Activity coefficient: 1.4550
w at which Phi vanishes, x = 0.5: 2.0000
Minima of G at w = 1.9: 1
Minima of G at w = 2.1: 2
Sites in fluctuation sum: 20000
Variance relative to ideal: 3.9976
Omega (rough input): 0.110 eV per atom
Omega converted: 10.61 kJ/mol
Temperature where w = 1.5: 851.0 K
kT there: 0.07333 eV
Omega for Phi = 0 there: 0.1467 eV per atom
Same, converted: 14.15 kJ/mol
T for Phi = 0 at given Omega: 638.2 K
Pair approximation, neighbours z: 12
Pair approximation, Phi at w = 1.5: 0.2950
Pair approximation, w for Phi = 0: 2.1879
Pair approximation, T for Phi = 0: 583.4 K
Ring test, Phi by enumeration: 0.60653
Ring test, pair formula z = 2: 0.60653
Skew L/Omega (rough input): 0.10
Skew: Phi at x = 0.5: 0.2500
Skew: lowest Phi: 0.2338
Skew: x of lowest Phi: 0.429
Entropy slope b (rough input): 0.40
Entropy slope: T for Phi = 0: 585.1 K
Young modulus (rough input): 150 GPa
Poisson ratio (rough input): 0.33
Biaxial modulus Y: 223.9 GPa
Misfit per unit x (rough input): 0.025
Volume per atom (rough input): 0.0114 nm^3
Strain term 2 Y eta^2 v: 0.0199 eV
Strain: addition to Phi at w = 1.5: 0.0679
Strain: T for coherent Phi = 0: 580.5 K
```
